\section*{Why and When Electron Capture Breaks a Sulfonium Carbon–Sulfur Bond}

\section{What fixes the form of the answer}

Let a sulfonium cation $\mathrm{R_3S^+}$ capture an electron, and let one group R be the candidate for leaving. Two orbitals carry the bond: $s$, which becomes the lone pair of the sulfide, and $c$, which becomes the singly occupied orbital of the radical. Their overlap is $S$ (with $0<S<1$) and their coupling is $\beta<0$. We treat the case in which their levels are ordered $\alpha_s<\alpha_c$, so that the radical is easier to ionize than the sulfide. This order is not universal: dimethyl sulfide is easier to ionize than the methyl radical. The energy cycle of the next section holds for either order. Before capture they hold two electrons, afterwards three.

The question is the sign of $X$, the energy of the three electrons in the bond minus their energy on the separated fragments. Adding a constant $a$ to the potential energy changes both levels by $a$ and $\beta$ by $aS$. It changes the complex and the fragments equally, by $3a$, so $X$ can depend only on combinations that do not change:
\begin{equation}
\delta=\tfrac12(\alpha_c-\alpha_s),\qquad b=\bar\alpha S-\beta,\qquad \bar\alpha=\tfrac12(\alpha_s+\alpha_c),
\end{equation}
and on $S$. Write $b=gS$, where $g$ is an energy. We assume $g>0$, that is $\beta<\bar\alpha S$, which is a stronger condition than $\beta<0$. Dimensions then require
\begin{equation}
X=g\,F(S,\delta/g).
\end{equation}
For independent electrons, and before core repulsion is added, two pure numbers therefore decide whether the three electrons hold the fragments together or push them apart. That an antibonding orbital is occupied does not settle the matter: the bond is weakened, but a three-electron bond may survive.

\section{How much the bond weakens}

Bond energies are counted positive when the complex lies below its fragments. Solvent, counterion and zero-point energy are left out. Define
\begin{align}
D_{\rm het}&=E(\mathrm{R_2S})+E(\mathrm{R^+})-E(\mathrm{R_3S^+}),\\
D_{\rm hom}&=E(\mathrm{R_2S^{\bullet+}})+E(\mathrm{R^\bullet})-E(\mathrm{R_3S^+}),\\
D_{\rm rad}&=E(\mathrm{R_2S})+E(\mathrm{R^\bullet})-E(\mathrm{R_3S^\bullet}).
\end{align}
The vertical electron affinity of the cation is $A=E(\mathrm{R_3S^+})-E(\mathrm{R_3S^\bullet})$, with both energies at the cation geometry. The ionization energies of the radical and the sulfide are $I_R$ and $I_S$. Insert $E(\mathrm{R_3S^\bullet})=E(\mathrm{R_3S^+})-A$ in the last definition, then replace $E(\mathrm{R^\bullet})$ by $E(\mathrm{R^+})-I_R$, or $E(\mathrm{R_2S})$ by $E(\mathrm{R_2S^{\bullet+}})-I_S$:
\begin{equation}
D_{\rm rad}=D_{\rm het}-(I_R-A)=D_{\rm hom}-(I_S-A).
\label{cycle}
\end{equation}
This is energy conservation and assumes no orbital model. The two forms give $D_{\rm het}-D_{\rm hom}=I_R-I_S$, so the cation's lower dissociation limit belongs to the smaller ionization energy. Measured from that limit, the weakening is
\begin{equation}
\Delta D=\min(I_R,I_S)-A .
\end{equation}
The bond weakens if the electron is bound less strongly in the intact cation than in the fragment that would otherwise lack it. Separation then recovers the difference. It is downhill overall when $D_{\rm rad}<0$, that is, when $\Delta D$ exceeds the cation's bond energy.

\section{The antibonding orbital}

For independent electrons the levels follow from
\begin{equation}
(\alpha_s-E)(\alpha_c-E)=(\beta-ES)^2 .
\end{equation}
Put $E=\bar\alpha+e$. The left side is $(-\delta-e)(\delta-e)=e^2-\delta^2$. On the right, $\beta-ES=-(b+eS)$. Hence
\begin{equation}
(1-S^2)e^2-2bSe-(b^2+\delta^2)=0 .
\end{equation}
A quarter of the discriminant is $b^2S^2+(1-S^2)(b^2+\delta^2)=b^2+\delta^2(1-S^2)\equiv Q^2$, and
\begin{equation}
e_\pm=\frac{bS\pm Q}{1-S^2}.
\end{equation}
At $e=\delta$ the quadratic equals $-(b+\delta S)^2<0$. Since it opens upwards, $\delta$ lies between its roots, so $e_+>\delta$: the antibonding level $E_*=\bar\alpha+e_+$ lies above $\alpha_c$. In this model $A=-E_*$, $I_R=-\alpha_c$ and $I_S=-\alpha_s>I_R$, so
\begin{equation}
\Delta D=E_*-\alpha_c>0 .
\end{equation}
The orbital explanation and the energy cycle are thus the same statement. The bond loses the height of the antibonding level above the level the electron will have on the free radical.

\section{When weakening becomes repulsion}

The bonding orbital holds two electrons and the antibonding orbital one. The fragments have energy $2(-\delta)+\delta=-\delta$ relative to $3\bar\alpha$. Therefore
\begin{equation}
X=2e_-+e_++\delta=\frac{3bS-Q}{1-S^2}+\delta .
\end{equation}
Core repulsion is not yet included. The condition $X>0$ reads $3bS+\delta(1-S^2)>Q$. Both sides are positive, so squaring preserves it:
\begin{equation}
9b^2S^2+6bS\delta(1-S^2)+\delta^2(1-S^2)^2>b^2+\delta^2(1-S^2).
\end{equation}
The two $\delta^2$ terms combine to $-\delta^2S^2(1-S^2)$ on the left. Set $b=gS$ and divide by $S^2$:
\begin{equation}
9g^2S^2+(6g\delta-\delta^2)(1-S^2)>g^2 .
\end{equation}
Collecting $S^2$ gives $S^2(3g-\delta)^2>g^2-6g\delta+\delta^2$. The critical overlap is
\begin{equation}
S_c=\frac{\sqrt{g^2-6g\delta+\delta^2}}{3g-\delta},\qquad \delta/g<3-2\sqrt2\approx0.172 .
\end{equation}
For equal levels $S_c=1/3$. For $3-2\sqrt2<\delta/g<3+2\sqrt2$ the right side of the inequality is negative, and the three electrons repel at every overlap. Above $3+2\sqrt2$ the right side is positive again, and $X$ is again negative at small overlap.

For unequal levels and overlap so small that $S\ll1$ and $S\ll\delta/g$, the competition can be read off directly. With $Q\simeq\delta+S^2(g^2-\delta^2)/(2\delta)$,
\begin{equation}
X\simeq S^2\left(3g-\frac{g^2}{2\delta}-\frac{\delta}{2}\right).
\end{equation}
The term $3gS^2$ comes from overlap, which raises the antibonding level more than it lowers the bonding one. The term $-g^2S^2/(2\delta)$ is the gain from charge transfer between the fragments. A small level mismatch makes that transfer cheap and can hold a weak three-electron bond. For equal levels this expansion no longer applies, and $X\simeq-gS$ at small overlap.

\section{Size of the effect in a model bond}

Take round model parameters, not those of a particular salt: $\alpha_s=-11$ eV, $\alpha_c=-9$ eV, $g=10$ eV, and $S=0.3$ at the cation bond length $r_0=1.8$ Å. Then $\bar\alpha=-10$ eV, $\delta=1$ eV, $b=3$ eV and $Q=\sqrt{9+0.91}=3.148$ eV. The levels are
\begin{equation}
E_\mp=-10+\frac{0.9\mp3.148}{0.91}=-12.470,\ -5.552\ \text{eV}.
\end{equation}
Let $S$ fall as $e^{-(r-r_0)/\lambda}$ with $\lambda=0.8$ Å, at constant $g$. Core repulsion $W(r)$ decays over 0.2 Å, and its strength is set so that the cation has its minimum at $r_0$. This gives $W(r_0)=0.810$ eV. The energies are
\begin{align}
D_{\rm het}&=2(12.470-11)-0.810=2.130\ \text{eV},\\
\Delta D&=-5.552+9=3.448\ \text{eV},\\
D_{\rm rad}&=2.130-3.448=-1.318\ \text{eV}.
\end{align}
A bond of about 2.1 eV becomes a complex about 1.3 eV (127 kJ/mol) above its fragments.

The immediate push on the bond follows from differentiating $(H-ES_m)v=0$, where $H$ and $S_m$ are the $2\times2$ energy and overlap matrices and $v=(c_s,c_c)$ is normalized by $v^TS_mv=1$. Multiplication by $v^T$ removes the term in $v'$ and leaves $E'=v^T(H'-ES_m')v$. With constant $\alpha_s$ and $\alpha_c$,
\begin{equation}
E_*'=2c_sc_c(\beta'-E_*S')=\frac{2c_sc_c(b+e_+S)}{\lambda},
\end{equation}
because $\beta'=-\beta/\lambda$ and $S'=-S/\lambda$. At the cation minimum the forces of the bonding pair and the cores cancel, so the force after capture is $-E_*'$. The first row of the eigenvalue equation gives $c_s/c_c=-(b+e_+S)/(\delta+e_+)=-4.334/5.448$. Normalization then gives $c_s=-0.740$ and $c_c=0.930$. The force is
\begin{equation}
-E_*'=\frac{2(0.740)(0.930)(4.334)}{0.8}\approx7.5\ \text{eV/Å},
\end{equation}
directed outward. In the model, occupying this orbital drives the groups apart; it does more than lower a bond energy. The size of the force belongs to an electron confined to one C--S $\sigma^*$ orbital and should not be read as typical. In a real ion the electron can be shared among the three bonds to sulfur. In an isolated alkyl sulfonium the lowest state at the cation geometry can also be diffuse and Rydberg-like, with little force on the bond until stretching brings $\sigma^*$ down to it.

The independent-electron curve nevertheless has a shallow well, 0.12 eV deep, near 2.53 Å. Stretching has taken $S$ below $S_c=0.221$, where charge transfer outweighs overlap repulsion. At this level of description the bond breaks into a loosely held pair, and whether that pair is real depends on electron repulsion.

\section{Why the sulfide leaves neutral}

Charge conservation fixes the total charge at zero, not the charge of each fragment. The pair $\mathrm{R_2S}+\mathrm{R^\bullet}$ lies below $\mathrm{R_2S^{\bullet+}}+\mathrm{R^-}$ by $I_S-A_R$, where $A_R$ is the electron affinity of the radical. Neutral release requires $I_S>A_R$.

To include repulsion, replace $s$ and $c$ by symmetrically orthogonalized orbitals with one-electron matrix $h=S_m^{-1/2}HS_m^{-1/2}$, and add
\begin{equation}
U(n_{s\uparrow}-1)(n_{s\downarrow}-1)+Un_{c\uparrow}n_{c\downarrow}+V(n_s-2)(n_c-1).
\end{equation}
This form keeps $-\alpha_s$ as the energy to ionize the sulfide and $-\alpha_c$ as that to ionize the radical. The last term is the interaction of the fragment charges. We take $U=10$ eV and $V(r)=C/\sqrt{r^2+(C/U)^2}$, with $C=e^2/(4\pi\varepsilon_0)$, so that $V$ tends to $U$ at zero distance and to $C/r$ far away.

Three electrons leave one hole. The state $s^2c^1$ has energy $2h_{ss}+h_{cc}$, and $s^1c^2$ has $h_{ss}+2h_{cc}+U-V$. Their coupling has magnitude $|h_{sc}|$. With the gap $G=h_{cc}-h_{ss}+U-V$, the lower root is
\begin{equation}
E_3=2h_{ss}+h_{cc}-\left(\sqrt{\tfrac14G^2+h_{sc}^2}-\tfrac12G\right).
\end{equation}
The bracket is the charge-transfer gain, and it falls as $G$ grows. Repulsion enters $E_3$ only through $G$. Since $U>V$, it widens the gap and removes part of the attraction that held the loose pair.

We keep the same $W$ without refitting it, so the cation minimum moves out to 1.85 Å. Full diagonalization of this model gives bond energies at 1.8 Å of 1.62 eV before capture and $-2.25$ eV after it, a weakening of 3.86 eV. At the shifted minimum they are 1.63 and $-1.89$ eV, a weakening of 3.5 eV. The radical curve is positive and falls steadily at all sampled distances from 1.8 to 5 Å, so the shallow well does not survive at these parameters. This depends on the size of the repulsion: a well remains at $U=4$ eV and is gone at $U=6$ eV. In the orthogonalized orbitals, the charge on the sulfide drops from 0.52 to 0.17 elementary charges on capture at fixed distance, and to zero on separation. The ionic products would cost $\alpha_c-\alpha_s+U=12$ eV more at infinite separation.

\section{Capture in a ring orbital}

In an aryl sulfonium the electron may first enter a ring $\pi^*$ orbital, of level $\alpha_\pi$. If this level does not depend on the C--S distance, the energy is the cation curve plus a constant. The C--S bond then feels no new force. Release has to wait until stretching lowers $E_*$ to $\alpha_\pi$, at a distance $r_\times$. With $E_{\rm cat}(r)$ the cation energy, the barrier without mixing is
\begin{equation}
B=E_{\rm cat}(r_\times)-E_{\rm cat}(r_0),\qquad E_*(r_\times)=\alpha_\pi .
\end{equation}
In the independent-electron model with $\alpha_\pi=-6.5$ eV, the crossing lies at 1.95 Å and $B=0.143$ eV. Equation~\eqref{cycle} with $A=6.5$ eV gives $D_{\rm rad}=2.130-(9-6.5)=-0.370$ eV. Release is still downhill, but by less than after direct capture in $\sigma^*$, and it is now activated.

Transfer needs coupling. If the ring plane contains the breaking bond and is a mirror plane of the whole ion, $\pi^*$ is odd and $\sigma^*$ even under reflection, and their matrix element vanishes. A pyramidal sulfur with its other groups generally breaks this symmetry, as can vibration. Let the ring orbital couple to $c$ with strength $w$ and have no overlap with $s$ or $c$. To leading order in $w$, its coupling to $\sigma^*$ is $wc_c$, and the levels at the crossing split by $2|wc_c|$. For $w=0.05$ eV the splitting is 0.092 eV and the barrier falls to 0.103 eV.

\section{What to do about it}

\textbf{Rank the bonds.} In a mixed sulfonium, $A$ is common to all C--S bonds at the cation geometry. By Eq.~\eqref{cycle}, the bond with the lowest $D_{\rm het}-I_R$ has the most favourable products. This is an energy ranking; barriers can change the order of the rates.

\textbf{Do not maximize electron affinity alone.} A larger $A$ favours capture, but at fixed $D_{\rm het}$ and $I_R$ it reduces the energy available for release one for one. In the example, release from the ring state is downhill only for $\alpha_\pi>\alpha_c+D_{\rm het}=-6.87$ eV. Below this value release costs energy, and a ring acceptor that takes the level far below it makes an electron trap, not a better acid generator. Close to the limit, the entropy gained on separation can still favour release.

\textbf{Calculate the path as well as the end points.} For a real salt, find where the captured electron resides, using a basis with diffuse functions, then scan the C--S distance on the neutral surface with the other coordinates relaxed. A negative $D_{\rm rad}$ with a barrier means delayed release. Take all entries of Eq.~\eqref{cycle} in the same medium, since a resist film shifts the energies of ions and neutrals differently. The method must also describe a three-electron bond soundly: in the model, a treatment which makes charge transfer too cheap produces a well that repulsion removes, while a small enough gap $G$ leaves a real one.

\textbf{Account for the proton separately.} Electron capture neutralizes the cation and so leaves the counterion $\mathrm{X^-}$ without its positive partner; cleavage then hinders the electron's return. Neither step makes a proton. If the electron came from ionizing a matrix molecule MH, and the resulting cation loses a proton, the balance is
\begin{equation}
\mathrm{MH+R_3S^+X^-\longrightarrow M^\bullet+R^\bullet+R_2S+H^+X^-}.
\end{equation}
Acid yield then depends on both halves: bond cleavage at the sulfonium and proton release from the matrix. Improving the first cannot make up for a matrix that holds its proton.

The numerical output following this section lists the parameters and energies of the model.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Sulfur level: -11.000 eV
Carbon radical level: -9.000 eV
Half level difference delta: 1.000 eV
Coupling scale g: 10.000 eV
Cation bond length: 1.800 angstrom
Overlap at this length: 0.300
Coupling beta at this length: -6.000 eV
Overlap decay length: 0.800 angstrom
Core wall decay length: 0.200 angstrom
Core wall energy at bond length: 0.810 eV
Bonding level: -12.470 eV
Antibonding level: -5.552 eV
Vertical electron affinity of cation: 5.552 eV
Bond weakening on capture: 3.448 eV
Cation bond energy to sulfide + R+: 2.130 eV
Radical bond energy after capture: -1.318 eV
Energy released on separation: 1.318 eV
Same release: 127.2 kJ/mol
Outward force after capture: 7.460 eV/angstrom
Critical overlap, no core wall: 0.2208
Limiting delta/g for repulsion at all overlaps: 0.1716
Independent-electron well depth: 0.121 eV
Independent-electron well distance: 2.53 angstrom
On-site repulsion U: 10.000 eV
Intersite repulsion V at bond length: 6.247 eV
Cation bond energy with repulsion: 1.616 eV
Radical bond energy with repulsion: -2.247 eV
Bond weakening with repulsion: 3.863 eV
Lowest radical energy, 1.8 to 5 angstrom, repulsion on: 0.00056 eV
Sulfide charge in cation at bond length: 0.518 e
Sulfide charge after capture at bond length: 0.168 e
Sulfide charge after separation: 0.000 e
Extra cost of sulfide cation + R anion: 12.00 eV
Ring orbital level: -6.500 eV
Ring coupling w: 0.050 eV
Ring-antibonding crossing distance: 1.951 angstrom
Diabatic barrier after ring capture: 0.143 eV
Level gap at crossing with coupling: 0.0919 eV
Barrier with ring coupling: 0.103 eV
Energy released from ring-captured state: 0.370 eV
\end{verbatim}
